\section*{The Zero of Im Sigma and the Fermi Level in Metallic G0W0}

\section{The argument under review}

The argument concerns the quasiparticles of a metal, computed by inserting a $G_0W_0$ self-energy into Dyson's equation. It runs as follows.

\begin{quote}
In a Fermi liquid the imaginary part of the self-energy vanishes at the chemical potential. The $G_0W_0$ self-energy of a metal has such a zero. The zero therefore marks the quasiparticle Fermi level, and Dyson's equation can be solved with $\Sigma$ as it was computed. A constant in the input potential cannot matter, because the input potential is subtracted again in Dyson's equation.
\end{quote}

The first two sentences are acceptable. The third needs proof: a zero exists, but at which energy? The fourth overlooks that the input potential may enter in more than one place. Both points can be settled in the uniform electron gas, where a constant is the whole input potential.

\section{Model and self-energy}

I take the unpolarized three-dimensional gas at zero temperature, with a neutralizing background that cancels the Hartree potential. Units are Gaussian, and $\omega$, $\omega'$, $u$, $\nu$ denote energies. The input levels are
\begin{equation}
e_k=\varepsilon_k+v_0,\qquad \varepsilon_k=\frac{\hbar^2k^2}{2m},
\end{equation}
with occupations $f_k=1$ for $k<k_F$ and $0$ otherwise. The input Fermi energy is $\varepsilon_F+v_0$, where $\varepsilon_F=\varepsilon_{k_F}$. A Hartree input has $v_0=0$; an LDA input has $v_0=v_{xc}$ at the given density.

The time-ordered self-energy is
\begin{equation}
\Sigma(k,\omega)=\frac{i}{2\pi}\int\! d\omega'\!\int\!\frac{d^3p}{(2\pi)^3}\,G_0(p,\omega+\omega')\,W(q,\omega')\,e^{i\omega'0^+},
\label{def}
\end{equation}
with $q=|\mathbf k-\mathbf p|$ and
\begin{equation}
G_0(p,\omega)=\frac{1-f_p}{\omega-e_p+i0}+\frac{f_p}{\omega-e_p-i0}.
\end{equation}
The RPA interaction is $W=v/(1-v\chi_0)$, with $v=4\pi e^2/q^2$ and $\chi_0$ the response of the input electrons. Write $W=v+W_c$ and $B(q,u)=-\mathrm{Im}\,W(q,u)/\pi\ge0$ for $u>0$. Then
\begin{equation}
W_c(q,\omega')=\int_0^\infty\! du\,B(q,u)\left[\frac{1}{\omega'-u+i0}-\frac{1}{\omega'+u-i0}\right].
\end{equation}

The bare $v$ leaves the occupied poles of $G_0$, which lie in the upper half plane. The factor $(i/2\pi)(2\pi i)=-1$ gives the exchange term $\Sigma_x(k)=-\int d^3p\,f_p\,v(q)/(2\pi)^3$.

For $W_c$, a product whose two poles lie in the same half plane integrates to zero, since the contour can be closed on the other side. An empty level has its pole below the axis, so it combines with the pole of $W_c$ at $-u+i0$. Closing above gives $(i/2\pi)(2\pi i)(-1)=+1$ times $1/(\omega-u-e_p+i0)$. An occupied level combines with the pole at $u-i0$; closing below gives $(i/2\pi)(-2\pi i)=+1$ times $1/(\omega+u-e_p-i0)$. Hence
\begin{equation}
\Sigma_c(k,\omega)=\int\!\frac{d^3p}{(2\pi)^3}\int_0^\infty\! du\,B(q,u)\left[\frac{1-f_p}{\omega-e_p-u+i0}+\frac{f_p}{\omega-e_p+u-i0}\right].
\label{spectral}
\end{equation}

The response $\chi_0$ contains only differences of input levels, so $v_0$ drops out of $W$ and $B$. In \eqref{spectral} it survives through $\omega-e_p=\omega-v_0-\varepsilon_p$. If $S$ denotes the self-energy, exchange included, for $v_0=0$, then
\begin{equation}
\Sigma(k,\omega)=S(k,\omega-v_0).
\label{shift}
\end{equation}
Thus the constant moves the whole energy dependence of $\Sigma$ rigidly.

\section{Where the imaginary part vanishes}

With $1/(y\pm i0)=\mathcal P(1/y)\mp i\pi\delta(y)$, equation \eqref{spectral} gives
\begin{equation}
\mathrm{Im}\,\Sigma(k,\omega)=
\begin{cases}
\displaystyle -\pi\!\int\!\frac{d^3p}{(2\pi)^3}(1-f_p)\,\theta(\omega-e_p)\,B(q,\omega-e_p), & \omega>\varepsilon_F+v_0,\\[3mm]
\displaystyle +\pi\!\int\!\frac{d^3p}{(2\pi)^3}f_p\,\theta(e_p-\omega)\,B(q,e_p-\omega), & \omega<\varepsilon_F+v_0.
\end{cases}
\label{im}
\end{equation}
An added electron of energy $\omega$ must fall into an empty input level below $\omega$; a hole must be filled from an occupied input level above $\omega$. At $\omega=\varepsilon_F+v_0$ neither kind of level is left. The imaginary part therefore vanishes at the input Fermi energy, for every $k$. No quasiparticle energy has entered.

The form of the zero follows from the low-energy response. From $1/W=1/v-\chi_0$ one has $\mathrm{Im}\,W=|W|^2\,\mathrm{Im}\,\chi_0$. With the factor 2 for spin,
\begin{equation}
\mathrm{Im}\,\chi_0(q,u)=-2\pi\int\!\frac{d^3p}{(2\pi)^3}(f_p-f_{\mathbf p+\mathbf q})\,\delta(u+\varepsilon_p-\varepsilon_{\mathbf p+\mathbf q}).
\end{equation}
For small $u$ the occupation difference selects a shell of energy width $u$, so it acts as $u\,\delta(\varepsilon_p-\varepsilon_F)$. With $c$ the cosine between $\mathbf p$ and $\mathbf q$, $d^3p/(2\pi)^3=p^2dp\,dc/(4\pi^2)$. The shell integral is $\int p^2dp\,\delta(\varepsilon_p-\varepsilon_F)=mk_F/\hbar^2$. The remaining delta function, taken at $u=0$, gives $m/(\hbar^2k_Fq)$ if $q<2k_F$ and zero otherwise. Therefore
\begin{equation}
\mathrm{Im}\,\chi_0(q,u)\simeq-\frac{2\pi u}{4\pi^2}\,\frac{mk_F}{\hbar^2}\,\frac{m}{\hbar^2k_Fq}=-\frac{m^2u}{2\pi\hbar^4q},\qquad q<2k_F .
\end{equation}

Let $x=\omega-v_0-\varepsilon_F$ be the distance from the zero. At fixed $p$, $q^2=k^2+p^2-2kp\cos\theta$ gives $|d\cos\theta|=q\,dq/(kp)$, and $p\,dp=m\,d\varepsilon/\hbar^2$. The measure becomes
\begin{equation}
\frac{d^3p}{(2\pi)^3}\to\frac{m}{4\pi^2\hbar^2k}\,d\varepsilon\,q\,dq .
\end{equation}
The factor $q$ cancels the $1/q$ of $\mathrm{Im}\,\chi_0$. The allowed levels fill an energy interval of length $|x|$, over which the transferred energy runs from $0$ to $|x|$ and integrates to $x^2/2$. To leading order
\begin{equation}
|\mathrm{Im}\,S(k,\varepsilon_F+x)|=C_kx^2,\qquad
C_k=\frac{m^3}{16\pi^3\hbar^6k}\int_{|k-k_F|}^{\min(k+k_F,\,2k_F)}\!\!dq\,W(q,0)^2 .
\label{quad}
\end{equation}
At $k=k_F$ the small-$u$ form fails for $q\lesssim mu/(\hbar^2k_F)$. This strip has a width proportional to $u$. Outside the pair continuum $W$ is real, since $u$ lies far below the plasma energy, so $B=0$ there; inside it $W\simeq-1/\chi_0$ is bounded. With the measure $d\varepsilon\,q\,dq$ the strip contributes at order $|x|^3$. The form also fails in a strip of width proportional to $u$ at $q=2k_F$, where $\mathrm{Im}\,W$ is of order $u$, which again gives order $|x|^3$. Neither changes the leading term. The coefficient is nonzero for $k<3k_F$; beyond that the range of $q$ is empty.

Remote zeros can also occur. For very low $\omega$ the hole would have to transfer more energy than any excitation with $q\le k+k_F$ can take up. These have nothing to do with a Fermi level.

\section{What Dyson's equation does with this zero}

Since $\Sigma$ contains all exchange and correlation, the input $v_0$ is removed:
\begin{equation}
G^{-1}(k,\omega)=\omega-e_k-[\Sigma(k,\omega)-v_0]=\omega-\varepsilon_k-S(k,\omega-v_0).
\label{dyson}
\end{equation}
This answers the last sentence of the argument: $v_0$ cancels against the level $e_k$ but remains in the argument of $S$.

Let $E$ be the quasiparticle root, an energy at which the real part of \eqref{dyson} vanishes for $k=k_F$. It is sought within less than a plasma energy of the input Fermi energy; possible further roots at larger distance are not considered. With $E=\varepsilon_F+v_0+x$,
\begin{equation}
x+v_0=\mathrm{Re}\,S(k_F,\varepsilon_F+x).
\label{root}
\end{equation}
Define
\begin{equation}
\Delta=S(k_F,\varepsilon_F),
\end{equation}
which is real by \eqref{im}. Setting $x=0$ in \eqref{root} shows that the quasiparticle at $k_F$ sits on the zero of $\mathrm{Im}\,\Sigma$ if and only if $v_0=\Delta$. A Hartree input would need $\Delta=0$. An LDA input meets the condition when it is built from the RPA exchange-correlation energy, because $\Delta$ is the density derivative of that energy, as shown below; an LDA built from another correlation energy in general does not.

For a small mismatch, expand $\mathrm{Re}\,S\simeq\Delta+S'x$, where $S'=\partial\,\mathrm{Re}\,S/\partial\omega$ at $k_F$ and $\varepsilon_F$, and let $Z=1/(1-S')$. Equation \eqref{root} becomes $x(1-S')=\Delta-v_0$, so
\begin{equation}
x\simeq Z(\Delta-v_0).
\label{linear}
\end{equation}
Relative to $\mu=\varepsilon_F+\Delta$, the value for $v_0=\Delta$, the energy error is
\begin{equation}
E-\mu=(v_0-\Delta)+x\simeq(1-Z)(v_0-\Delta).
\label{error}
\end{equation}
The energy error is of first order in the mismatch. The false imaginary part, $C_{k_F}x^2$, is of second order. A small imaginary part at $k_F$ is thus weak evidence of good alignment.

\section{The Fermi surface of the unaligned Green function}

When $x\neq0$ and $\mathrm{Im}\,\Sigma\ne0$ at the root, $G^{-1}(k_F,E)=-i\,\mathrm{Im}\,\Sigma$ is not zero. The state at $k_F$ decays, although it should define the Fermi surface. The unaligned $G$ can nevertheless have a sharp Fermi surface elsewhere. At the input Fermi energy $S$ is real, so \eqref{dyson} has a real root there at any momentum $k^*$ that satisfies
\begin{equation}
\varepsilon_{k^*}+S(k^*,\varepsilon_F)=\varepsilon_F+v_0 .
\label{kstar}
\end{equation}
For $v_0>\Delta$, as in both examples below, the left side lies below the right side at $k_F$ and grows without bound at large momentum, so a solution with $k^*>k_F$ exists; for $v_0$ far enough below $\Delta$ there is none. Inserting $k^*=k_F$ again requires $v_0=\Delta$. Otherwise, when \eqref{kstar} has a single solution, as in both examples below, the Fermi sea has the volume of the input sea times $(k^*/k_F)^3$, while $G_0$ and $W$ still belong to the original density. Luttinger's theorem ties the volume of the Fermi sea of a Fermi liquid to its density. In this isotropic gas the surface must stay at $k_F$, and I use this as the requirement on $G$.

The author could reply that the zero does lie at the Fermi level of the computed $G$. In the sense of \eqref{kstar} that is correct, but this Fermi level belongs to a Fermi sea of the wrong size.

\section{The correction}

The remedy is to choose $v_0=\Delta$ in $G_0$. Because $S$ does not depend on $v_0$, neither does $\Delta$, and no iteration is needed. Dyson's equation becomes
\begin{equation}
G^{-1}(k,\omega)=\omega-\varepsilon_k-S(k,\omega-\Delta).
\label{aligned}
\end{equation}
At $k=k_F$ and $\omega=\mu=\varepsilon_F+\Delta$ the right side is $\mu-\varepsilon_F-\Delta=0$, with no imaginary part. If $\Sigma$ has already been computed with another $v_0$, equation \eqref{shift} gives the aligned self-energy as $\Sigma(k,\omega-\Delta+v_0)$.

Is $\mu$ more than a convenient energy? It is the chemical potential of the RPA, the density derivative of the RPA total energy; it is not the exact chemical potential of the gas. To see this, evaluate $\Sigma_c$ at the input Fermi energy, with $v_0=0$. As functions of $\omega'$, the poles of $G_0$ and $W_c$ then lie in the second and fourth quadrants. Rotating the contour counterclockwise to $\omega'=i\nu$ sweeps the first and third, so no residue appears. With $d\omega'=i\,d\nu$,
\begin{equation}
S_c(k_F,\varepsilon_F)=-\int\!\frac{d^3q}{(2\pi)^3}\int_{-\infty}^{\infty}\!\frac{d\nu}{2\pi}\,\frac{W_c(q,i\nu)}{\varepsilon_F+i\nu-\varepsilon_{\mathbf k+\mathbf q}},\qquad |\mathbf k|=k_F.
\label{line}
\end{equation}

The RPA correlation energy per volume is
\begin{equation}
\mathcal E_c=\frac12\int\!\frac{d^3q}{(2\pi)^3}\int_{-\infty}^{\infty}\!\frac{d\nu}{2\pi}\left[\ln(1-v\chi_0)+v\chi_0\right].
\end{equation}
The derivative of the integrand, including the prefactor, with respect to $\chi_0$ is $\frac12[-v/(1-v\chi_0)+v]=-\frac12W_c$. Change the occupations of both spins by $\delta f_p$. In
\begin{equation}
\chi_0(q,i\nu)=2\int\!\frac{d^3p}{(2\pi)^3}\frac{f_p-f_{\mathbf p+\mathbf q}}{i\nu+\varepsilon_p-\varepsilon_{\mathbf p+\mathbf q}}
\end{equation}
relabel $\mathbf p+\mathbf q\to\mathbf p$ in the second term and then reverse $\mathbf q$. It becomes the first term with $\nu\to-\nu$. Since $W_c(q,i\nu)$ is even in $\nu$, both terms contribute equally:
\begin{equation}
\delta\mathcal E_c=2\int\!\frac{d^3p}{(2\pi)^3}\,\delta f_p\left[-\int\!\frac{d^3q}{(2\pi)^3}\int\!\frac{d\nu}{2\pi}\frac{W_c(q,i\nu)}{\varepsilon_p+i\nu-\varepsilon_{\mathbf p+\mathbf q}}\right].
\end{equation}
A change of density puts $\delta f_p$ on the Fermi surface, where the bracket is \eqref{line}, and $\delta n=2\int d^3p\,\delta f_p/(2\pi)^3$. So $d\mathcal E_c/dn=S_c(k_F,\varepsilon_F)$. The exchange energy $-\int\!\int f_pf_{p'}v$, with measure $d^3p\,d^3p'/(2\pi)^6$, varies by $2\int d^3p\,\delta f_p\,\Sigma_x(p)/(2\pi)^3$, and the kinetic energy contributes $\varepsilon_F$. Altogether $d\mathcal E_{\rm RPA}/dn=\varepsilon_F+\Delta=\mu$.

\section{Size of the effect}

Consider a model gas with $r_s=4$, so that $k_F=(9\pi/4)^{1/3}/(r_sa_0)=0.480\,a_0^{-1}$ and $\varepsilon_F=3.132$ eV. Exchange and correlation give
\begin{equation}
\Delta=-4.156-1.455=-5.611\ \text{eV},\qquad \mu=3.132-5.611=-2.479\ \text{eV},
\end{equation}
or $\mu=-0.0911$ hartree. A finite-difference density derivative of $\mathcal E_c$ also gives $-1.455$ eV. At the Fermi surface $Z=0.637$ and $C_{k_F}=0.0388\ \text{eV}^{-1}$.

The LDA input uses Slater exchange and Vosko--Wilk--Nusair correlation in the form that is not fitted to RPA energies, so its correlation potential differs from the RPA value. Without alignment the results at $k_F$ are as follows.

\begin{center}
\begin{tabular}{lrr}
 & Hartree & LDA\\
\hline
$v_0$ (eV) & $0$ & $-5.175$\\
zero of $\mathrm{Im}\,\Sigma$ (eV) & $3.132$ & $-2.043$\\
$\Delta-v_0$ (eV) & $-5.611$ & $-0.436$\\
$x$ (eV) & $-3.489$ & $-0.278$\\
$E$ (eV) & $-0.357$ & $-2.321$\\
$E-\mu$ (eV) & $2.122$ & $0.158$\\
$|\mathrm{Im}\,\Sigma|$ (eV) & $0.292$ & $0.0029$\\
$k^*/k_F$ & $1.516$ & $1.045$\\
$(k^*/k_F)^3$ & $3.48$ & $1.14$
\end{tabular}
\end{center}

For LDA, \eqref{linear} gives $x=0.637\times(-0.436)=-0.278$ eV, and \eqref{error} gives $0.363\times0.436=0.158$ eV. The quadratic law gives $0.0388\times0.278^2=0.0030$ eV. All three agree with the full solution to the accuracy that matters here. The LDA potential contains the same exchange, $-4.156$ eV, so its mismatch comes from correlation: $-5.175+4.156=-1.019$ eV in the input against $-1.455$ eV in $\Delta$. The false imaginary part is only 3 meV, yet the Fermi sea is 14\% too large. The error $E-\mu$ is measured from the RPA value. Since this LDA is fitted to quantum Monte Carlo energies, its input Fermi energy, $-2.043$ eV, is close to the true chemical potential; the aligned $\mu$ lies $0.44$ eV below it and the unaligned $E$ $0.28$ eV below it. Alignment makes the calculation consistent; it does not remove the RPA error in the absolute energy.

For Hartree the mismatch exceeds $\varepsilon_F$. The linear estimate, $0.637\times(-5.611)=-3.57$ eV, is still close to the root, but the quadratic law gives $0.0388\times3.489^2=0.47$ eV instead of $0.29$ eV. The low-energy expansion of the imaginary part is no longer quantitative there.

By \eqref{quad} the ratio $|\mathrm{Im}\,\Sigma|/|x|$ is about $C_k|x|$ for small $x$, so it tends to zero at the momentum where the quasiparticle energy crosses the zero. A small value alone does not locate that momentum: for the unaligned LDA input it is $0.0029/0.278=0.010$ at $k_F$. In the aligned calculation it is $0.011$ at both $0.95k_F$ and $1.05k_F$, where $x=-0.293$ and $+0.309$ eV: the quasiparticle energy crosses the zero between them. For the unaligned Hartree input the ratio is $0.004$ at $0.98k^*$, but $0.084$ at $k_F$. The numerical check computes these numbers. It asserts the density-derivative identity, the quadratic law, the LDA estimates of $x$ and $|\mathrm{Im}\,\Sigma|$, and the smallness of the ratio at $0.95k_F$, $1.05k_F$ and $0.98k^*$. It also compares the real part of $\Sigma_c$ at $k_F$ from two different frequency integrations at two energies, with a largest difference of $0.13$ meV.

\section{Scope of the objection}

The objection applies when the energy-dependent Dyson equation is solved. The first-order formula evaluated at the input level,
\begin{equation}
E^{(1)}_k=e_k+\mathrm{Re}\,\Sigma(k,e_k)-v_0=\varepsilon_k+\mathrm{Re}\,S(k,\varepsilon_k),
\end{equation}
is independent of $v_0$ and gives $\mu$ at $k_F$ without a shift. The linearized formula with the factor $Z$ is not protected: at $k_F$ it gives $\varepsilon_F+v_0+Z(\Delta-v_0)$, which has the error \eqref{error}.

Alignment fixes the Fermi momentum. It does not establish that the occupations obtained from the full $G$ add up to the density. In a nonuniform metal the input potential is not a constant, and one number cannot be expected to align every point of a Fermi surface; the proof above is for the uniform gas.

The argument should be revised accordingly. The zero of $\mathrm{Im}\,\Sigma$ is inherited from $G_0$. Before Dyson's equation is solved, the input levels must be shifted so that their Fermi energy equals $\varepsilon_F+\Delta$.

\section*{Computed values}
\begin{verbatim}
r_s (dimensionless)                         4.0
Fermi momentum kF                           0.4798 1/bohr
free-electron Fermi energy EF               3.132 eV
plasma energy                               5.891 eV
exchange part of Delta                      -4.156 eV
correlation part of Delta                   -1.455 eV
same from density derivative of RPA energy  -1.455 eV
Delta = Sigma(kF, input Fermi energy)       -5.611 eV
aligned chemical potential EF + Delta       -2.479 eV
aligned chemical potential                  -0.09109 hartree
Z at the Fermi surface                      0.637
coefficient C of |Im Sigma| = C x^2 at kF   0.0388 1/eV
computed/predicted C, smallest and largest  0.9976 1.0008
largest contour-spectral difference         0.13 meV
--- Hartree input, not aligned ---
input potential v0                          0.000 eV
input Fermi energy = zero of Im Sigma       3.132 eV
mismatch Delta - v0                         -5.611 eV
quasiparticle energy at kF                  -0.357 eV
its distance x from the zero of Im Sigma    -3.489 eV
its error against aligned mu                2.122 eV
false |Im Sigma| at kF                      0.2923 eV
false Fermi momentum k_star/kF              1.5157
Fermi-sea volume ratio (k_star/kF)^3        3.482
--- LDA input, not aligned ---
input potential v0                          -5.175 eV
input Fermi energy = zero of Im Sigma       -2.043 eV
mismatch Delta - v0                         -0.436 eV
quasiparticle energy at kF                  -2.321 eV
its distance x from the zero of Im Sigma    -0.278 eV
its error against aligned mu                0.158 eV
false |Im Sigma| at kF                      0.0029 eV
false Fermi momentum k_star/kF              1.0454
Fermi-sea volume ratio (k_star/kF)^3        1.142
--- small-mismatch estimates, LDA input ---
x from Z (Delta - v0)                       -0.278 eV
error from (1 - Z)(v0 - Delta)              0.158 eV
|Im Sigma| from C x^2                       0.0030 eV
--- sharpness |Im Sigma|/|x| ---
aligned, k = 0.95 kF: x = -0.293 eV, ratio 0.0114
aligned, k = 1.05 kF: x = 0.309 eV, ratio 0.0110
Hartree unaligned, k = 0.98 k_star: x = -0.275 eV, ratio 0.0044
Hartree unaligned, k = kF: ratio 0.0838
\end{verbatim}
